# Foil thickness from convergent-beam fringes and the first fringe integer: test program

```python
"""Two-beam convergent-beam thickness measurement.
Result under test: dark-field zeros obey (s/n)^2 = 1/t^2 - (1/xi^2)/n^2,
a straight line in 1/n^2; integers shifted by m add a term in 1/N, N = n + m,
and so bend the plot.
t: foil thickness (nm), xi: extinction distance (nm), s: deviation (1/nm),
delta: angle in the disc from the Bragg line (mrad), g = 1/d (1/nm).
Rocking curves come from matrix exponentials of the coupled-beam equations."""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

# Chosen inputs; the extinction distances and absorption ratio are rough.
voltage = 200e3
t_true = 235.0
xi_true = 160.0
xi_800 = 500.0
absorption_ratio = 1 / 30
reading_step = 0.01          # mrad
sigma_read = reading_step / np.sqrt(12)

energy = const.e * voltage
rest = const.m_e * const.c**2
wavelength = 1e9 * const.h * const.c / np.sqrt(energy * (energy + 2 * rest))
lattice = 1e9 * const.physical_constants['lattice parameter of silicon'][0]
d = lattice / 4
g = 1 / d
bragg = np.arcsin(wavelength * g / 2)
row_detuning = wavelength * g**2


def dark_field(s, thickness, orders=(0, 1), absorption=0.0):
    """Intensity of beam g after solving the coupled-beam equations."""
    j = np.array(orders)
    deviation = j * s + row_detuning * j * (1 - j) / 2
    step = np.abs(j[:, None] - j[None, :])
    coupling = np.where(step == 1, 1 / xi_true,
                        np.where(step == 2, 1 / xi_800, 0.0))
    matrix = 2 * np.diag(deviation) + coupling
    matrix = matrix + 1j * absorption * (coupling + np.eye(len(j)) / xi_true)
    wave = expm(1j * np.pi * thickness * matrix)
    return abs(wave[orders.index(1), orders.index(0)])**2


def find_minima(curve):
    """Scan s > 0, then refine each interior local minimum."""
    grid = np.arange(1, 321) * 1e-4
    v = np.array([curve(s) for s in grid])
    found = []
    for i in range(1, len(grid) - 1):
        if v[i] < v[i - 1] and v[i] <= v[i + 1]:
            best = minimize_scalar(curve, bounds=(grid[i - 1], grid[i + 1]),
                                   method='bounded', options={'xatol': 1e-10})
            found.append(best.x)
    return np.array(found)


def plot_points(delta, integers):
    s = 1e-3 * g * delta
    return 1 / integers**2, (s / integers)**2


def line_fit(delta, integers):
    x, y = plot_points(delta, integers)
    slope, intercept = np.polyfit(x, y, 1)
    residual = y - slope * x - intercept
    r2 = 1 - np.sum(residual**2) / np.sum((y - y.mean())**2)
    return slope, intercept, r2


def chi_square(delta, integers, sigma):
    x, y = plot_points(delta, integers)
    error = 2 * (1e-3 * g)**2 * delta * sigma / integers**2
    p = np.polyfit(x, y, 1, w=1 / error)
    return np.sum(((y - np.polyval(p, x)) / error)**2)


# Exact Ewald-sphere geometry against |s| = g * delta.
K = 1 / wavelength
for angle in (1e-3, 4e-3):
    kx = K * np.sin(-bragg - angle)
    exact_s = np.sqrt(K**2 - (kx + g)**2) - np.sqrt(K**2 - kx**2)
    assert abs(exact_s / (g * angle) - 1) < 1e-3
assert abs(row_detuning / (2 * bragg) / g - 1) < 1e-3

# Intensity formula against the solved equations.
for s in (0.0, 0.003, 0.011, 0.024):
    sig = np.sqrt(s**2 + 1 / xi_true**2)
    formula = (np.sin(np.pi * t_true * sig) / (xi_true * sig))**2
    assert abs(formula - dark_field(s, t_true)) < 1e-10

# Located minima against the zero rule, for three different first integers.
first_seen = []
for thickness in (100.0, t_true, 370.0):
    zeros = find_minima(lambda s: dark_field(s, thickness))
    first = int(np.floor(thickness / xi_true)) + 1
    n = first + np.arange(len(zeros))
    predicted = np.sqrt(n**2 / thickness**2 - 1 / xi_true**2)
    assert len(zeros) >= 3 and np.max(abs(zeros - predicted)) < 1e-7
    first_seen.append(first)
    if thickness == t_true:
        s_zero = zeros
assert first_seen == [1, 2, 3]
# The thickest foil has a central dip that is not a zero.
central = dark_field(0.0, 370.0)
assert 0.1 < central < dark_field(0.0005, 370.0)

# Synthetic readings and the three integer assignments.
assert len(s_zero) == 6
delta_exact = 1e3 * s_zero / g
assert delta_exact[-1] < 1e3 * bragg
delta = np.round(delta_exact / reading_step) * reading_step
n_true = np.arange(6) + 2.0
fits = {m: line_fit(delta, n_true + m) for m in (0, -1, 1)}
chi = {m: chi_square(delta, n_true + m, sigma_read) for m in (0, -1, 1)}
t_fit = fits[0][1]**-0.5
xi_fit = (-fits[0][0])**-0.5
t_wrong = fits[1][1]**-0.5
xi_wrong = (-fits[1][0])**-0.5
assert fits[-1][0] > 0 and fits[-1][1] > 0
assert int(np.floor(t_wrong / xi_wrong)) + 1 == 3
assert chi[0] < 19 and chi[-1] > 100 and chi[1] > 100

# Curved law and chord slopes against the numerically located minima.
for m in (-1, 1):
    N = n_true + m
    x, y = plot_points(delta_exact, N)
    law = (1 / t_true**2 - 2 * m / t_true**2 * np.sqrt(x)
           + (m**2 / t_true**2 - 1 / xi_true**2) * x)
    assert np.max(abs(y / law - 1)) < 1e-4
    chord = np.diff(y) / np.diff(x)
    pair = N[1:] * N[:-1] / (N[1:] + N[:-1])
    chord_law = (m**2 - 2 * m * pair) / t_true**2 - 1 / xi_true**2
    assert np.max(abs(chord - chord_law)) < 1e-3 * np.max(abs(chord))
    # x falls along the list, so a convex plot has falling chord slopes.
    assert np.all(m * np.diff(chord) < 0)
    if m == -1:
        assert np.all(chord > 0)

# Parabola in the plain fringe count: no integer assignment needed.
a, b, c = np.polyfit(np.arange(6), (1e-3 * g * delta)**2, 2)
t_parabola = a**-0.5
n_first = b / (2 * a)
assert round(n_first) == 2 and abs(n_first - 2) < 0.25
assert abs(t_parabola / t_true - 1) < 0.05

# Spread from reading errors.
rng = np.random.default_rng(7)
noise = rng.uniform(-0.5, 0.5, (4000, 6)) * reading_step
x, y = plot_points(delta_exact + noise, n_true)
slopes, intercepts = np.polyfit(x, y.T, 1)
t_spread = np.std(intercepts**-0.5)
xi_spread = np.std((-slopes)**-0.5)
assert abs(t_fit - t_true) < 4 * t_spread
assert abs(xi_fit - xi_true) < 4 * xi_spread

# Reading error at which the m = +1 lack of fit equals the four degrees
# of freedom; the mean chi-square should then be about eight.
lack = chi_square(delta_exact, n_true + 1, sigma_read)
sigma_limit = sigma_read * np.sqrt(lack / 4)
trials = [chi_square(delta_exact + rng.normal(0, sigma_limit, 6),
                     n_true + 1, sigma_limit) for _ in range(2000)]
assert abs(np.mean(trials) / 8 - 1) < 0.15

# Neglected effect 1: the systematic row, half-separation of both sides.
row = (-2, -1, 0, 1, 2, 3)
plus = find_minima(lambda s: dark_field(s, t_true, row))
minus = find_minima(lambda s: dark_field(-s, t_true, row))
assert len(plus) == 6 and len(minus) == 6
delta_row = 1e3 * (plus + minus) / 2 / g
row_slope, row_intercept, _ = line_fit(delta_row, n_true)
t_row = row_intercept**-0.5
xi_row = (-row_slope)**-0.5
xi_row_estimate = xi_true / (1 + 1 / (xi_800 * row_detuning))
assert abs(t_row / t_true - 1) < 0.01
assert abs(xi_row / xi_row_estimate - 1) < 0.006

# Neglected effect 2: absorption.
absorbed = find_minima(
    lambda s: dark_field(s, t_true, (0, 1), absorption_ratio))
assert len(absorbed) == 6
shift_abs = np.max(abs(1e3 * absorbed / g - delta_exact))
floor_abs = dark_field(absorbed[0], t_true, (0, 1), absorption_ratio)
assert shift_abs < reading_step and floor_abs > 1e-4

print(f"accelerating voltage = {voltage / 1e3:.0f} kV")
print(f"electron wavelength = {1e3 * wavelength:.4f} pm")
print(f"Si 400 spacing d = {d:.5f} nm, g = {g:.4f} 1/nm")
print(f"Bragg angle = {1e3 * bragg:.3f} mrad")
print(f"lambda/d^2 = {row_detuning:.5f} 1/nm")
print(f"input t = {t_true:.1f} nm, input xi = {xi_true:.1f} nm")
print(f"input t/xi = {t_true / xi_true:.4f}")
print(f"first integers for t = 100, {t_true:.0f}, 370 nm: {first_seen}")
print(f"central-dip intensity at t = 370 nm = {central:.3f}")
print(f"reading step = {reading_step} mrad, rms = {sigma_read:.5f} mrad")
print("right integers: n, delta (mrad), s (1/nm), 1/n^2, y (1e-6 nm^-2)")
x0, y0 = plot_points(delta, n_true)
for k in range(6):
    print(f"  {n_true[k]:.0f}  {delta[k]:.2f}  {1e-3 * g * delta[k]:.6f}"
          f"  {x0[k]:.5f}  {1e6 * y0[k]:.3f}")
print("wrong integers: N, 1/N^2, y for m=-1; N, 1/N^2, y for m=+1"
      " (y in 1e-6 nm^-2)")
xl, yl = plot_points(delta, n_true - 1)
xh, yh = plot_points(delta, n_true + 1)
for k in range(6):
    print(f"  {n_true[k] - 1:.0f}  {xl[k]:.5f}  {1e6 * yl[k]:.3f};"
          f"  {n_true[k] + 1:.0f}  {xh[k]:.5f}  {1e6 * yh[k]:.3f}")
for m in (0, -1, 1):
    slope, intercept, r2 = fits[m]
    print(f"m={m:+d}: slope = {1e6 * slope:.3f}, intercept = "
          f"{1e6 * intercept:.3f} (1e-6 nm^-2), R^2 = {r2:.5f}, "
          f"chi2 = {chi[m]:.1f}")
print(f"right fit: t = {t_fit:.2f} nm, xi = {xi_fit:.2f} nm")
print(f"spread from rounding: t {t_spread:.2f} nm, xi {xi_spread:.2f} nm")
print(f"m=-1 fit: t = {fits[-1][1]**-0.5:.1f} nm, no real xi")
print(f"m=+1 fit: t = {t_wrong:.1f} nm, xi = {xi_wrong:.1f} nm, "
      f"t/xi = {t_wrong / xi_wrong:.3f}")
print(f"parabola: a = {1e6 * a:.3f}, b = {1e6 * b:.3f}, "
      f"c = {1e6 * c:.3f} (1e-6 nm^-2)")
print(f"parabola: t = {t_parabola:.2f} nm, first integer = {n_first:.3f}")
print(f"rms reading error that hides m=+1 = {sigma_limit:.4f} mrad")
print(f"mean chi2 at that error = {np.mean(trials):.2f} (4 deg. of freedom)")
print(f"rough xi of 800 = {xi_800:.0f} nm")
print(f"six-beam row refit: t = {t_row:.2f} nm, xi = {xi_row:.2f} nm")
print(f"second-order estimate of row xi = {xi_row_estimate:.2f} nm")
print(f"rough absorption ratio = {absorption_ratio:.4f}")
print(f"largest absorption shift of a minimum = {shift_abs:.5f} mrad")
print(f"intensity left at first minimum by absorption = {floor_abs:.5f}")
print("finished without a failed check")
```

Printed output:

```
accelerating voltage = 200 kV
electron wavelength = 2.5079 pm
Si 400 spacing d = 0.13578 nm, g = 7.3651 1/nm
Bragg angle = 9.236 mrad
lambda/d^2 = 0.13604 1/nm
input t = 235.0 nm, input xi = 160.0 nm
input t/xi = 1.4688
first integers for t = 100, 235, 370 nm: [1, 2, 3]
central-dip intensity at t = 370 nm = 0.691
reading step = 0.01 mrad, rms = 0.00289 mrad
right integers: n, delta (mrad), s (1/nm), 1/n^2, y (1e-6 nm^-2)
  2  0.78  0.005745  0.25000  8.251
  3  1.51  0.011121  0.11111  13.743
  4  2.15  0.015835  0.06250  15.672
  5  2.76  0.020328  0.04000  16.529
  6  3.36  0.024747  0.02778  17.011
  7  3.95  0.029092  0.02041  17.273
wrong integers: N, 1/N^2, y for m=-1; N, 1/N^2, y for m=+1 (y in 1e-6 nm^-2)
  1  1.00000  33.002;  3  0.11111  3.667
  2  0.25000  30.921;  4  0.06250  7.730
  3  0.11111  27.861;  5  0.04000  10.030
  4  0.06250  25.826;  6  0.02778  11.478
  5  0.04000  24.496;  7  0.02041  12.498
  6  0.02778  23.510;  8  0.01562  13.224
m=+0: slope = -39.378, intercept = 18.105 (1e-6 nm^-2), R^2 = 0.99997, chi2 = 1.5
m=-1: slope = 8.318, intercept = 25.535 (1e-6 nm^-2), R^2 = 0.70422, chi2 = 3153.9
m=+1: slope = -98.878, intercept = 14.343 (1e-6 nm^-2), R^2 = 0.99000, chi2 = 1026.9
right fit: t = 235.02 nm, xi = 159.36 nm
spread from rounding: t 0.14 nm, xi 0.57 nm
m=-1 fit: t = 197.9 nm, no real xi
m=+1 fit: t = 264.0 nm, xi = 100.6 nm, t/xi = 2.626
parabola: a = 17.944, b = 73.006, c = 32.900 (1e-6 nm^-2)
parabola: t = 236.07 nm, first integer = 2.034
rms reading error that hides m=+1 = 0.0478 mrad
mean chi2 at that error = 8.22 (4 deg. of freedom)
rough xi of 800 = 500 nm
six-beam row refit: t = 235.22 nm, xi = 157.91 nm
second-order estimate of row xi = 157.68 nm
rough absorption ratio = 0.0333
largest absorption shift of a minimum = 0.00134 mrad
intensity left at first minimum by absorption = 0.00508
finished without a failed check
```
